\section*{Why Equal Fractional Filling Misses the Configuration Average of an Open Shell}

\section{An evenly filled shell}

\textbf{Q:} I want the configuration average of an open shell $l^N$. The shell has $M=4l+2$ spin-orbitals, and the average favours none of them. So I give each one the occupation $n=N/M$, put these numbers into the Hartree--Fock energy, and take the result as the average. The density is spherical and the electron number is right. What could be missing?

\textbf{A:} Try it with one electron in an $s$ shell. What repulsion does your recipe give within that shell?

\textbf{Q:} Half an electron has spin up and half has spin down. Opposite spins have no exchange, so the repulsion is $\tfrac12\cdot\tfrac12\,J=J/4$, where $J$ is the Coulomb integral of the orbital with itself. But there is only one electron. It should be zero.

\textbf{A:} Yes. The configuration average of $s^1$ is the mean of two states, spin up and spin down, and neither has any repulsion within the shell. Your occupations are right, but something about pairs is wrong.

\section{Counting determinants}

\textbf{Q:} Then let us do the average properly. What exactly is being averaged?

\textbf{A:} Take all $\binom{M}{N}$ determinants of the shell, with equal weights and one common, fixed radial function $P(r)$, normalized by $\int_0^\infty P^2\,dr=1$. The Hamiltonian has a spin-independent central one-electron part, which gives the same energy $I$ for every electron in the shell, and the Coulomb repulsion. Closed inner shells may be present: their interaction with the open shell is included in $I$, and their own energy is a constant that I leave out of the general formulas. I use Hartree atomic units.

The mean of the diagonal elements of $H$ over the determinants is its trace divided by the number of states. A trace does not depend on the basis, so this is also the mean of the energy levels of the configuration, each weighted by its degeneracy. Off-diagonal elements can shift individual levels but do not move their mean.

For a determinant with occupations $o_i=0$ or $1$,
\begin{equation}
E=NI+\frac12\sum_{i,j}o_i o_j W_{ij},\qquad W_{ij}=J_{ij}-K_{ij},
\end{equation}
with direct integrals $J_{ij}$ and exchange integrals $K_{ij}$. Since $J_{ii}=K_{ii}$, we have $W_{ii}=0$.

\textbf{Q:} So I need the mean of $o_i o_j$ for $i\ne j$.

\textbf{A:} Count. If $i$ is occupied, the other $N-1$ electrons are distributed over $M-1$ places. If $i$ and $j$ are both occupied, $N-2$ electrons are distributed over $M-2$ places. Therefore
\begin{align}
\overline{o_i}&=\binom{M-1}{N-1}\bigg/\binom MN=\frac NM,\\
\overline{o_i o_j}&=\binom{M-2}{N-2}\bigg/\binom MN=\frac{N(N-1)}{M(M-1)}\quad(i\ne j),
\end{align}
where the second count is zero for $N<2$. The first line is your occupation. The second is not its square. Once $i$ is known to be occupied, $N-1$ electrons remain for $M-1$ places, and the chance of finding $j$ occupied is $(N-1)/(M-1)$, which is below $N/M$ in a partly filled shell.

Let $V$ be the mean of $W_{ij}$ over the $M(M-1)$ ordered pairs with $i\neq j$, so that $\sum_{i\ne j}W_{ij}=M(M-1)V$. Then
\begin{equation}
E_{\rm av}=NI+\frac12\,\frac{N(N-1)}{M(M-1)}\,M(M-1)V
=NI+\frac{N(N-1)}2\,V .
\label{eq:av}
\end{equation}
There are $N(N-1)/2$ pairs of electrons, and each contributes $V$ on average.

\textbf{Q:} And mine has $n^2$ in place of the pair probability:
\begin{equation}
E_{\rm frac}=NI+\frac12\,\frac{N^2}{M^2}\,M(M-1)V
=NI+\frac{N^2(M-1)}{2M}\,V .
\label{eq:frac}
\end{equation}

\textbf{A:} Subtract, with $N^2(M-1)/M=N^2-N^2/M$:
\begin{align}
E_{\rm frac}-E_{\rm av}
&=\frac V2\left[N^2-\frac{N^2}{M}-N^2+N\right]\nonumber\\
&=\frac V2\left[N-\frac{N^2}{M}\right]
=\frac{N(M-N)}{2M}\,V .
\label{eq:excess}
\end{align}
The excess vanishes for an empty shell and for a full one. At fixed $V$ it is largest for a half-filled shell, where it is $MV/8$. It is positive in between, because $V$ is a mean of Coulomb repulsions of antisymmetrized pairs, and those are positive.

\section{The mean pair interaction}

\textbf{Q:} How do I get $V$ without summing over all pairs?

\textbf{A:} Expand $1/r_{12}$ in spherical harmonics. The radial parts are the Slater integrals
\begin{equation}
F^k=\int_0^\infty\!\!\int_0^\infty \frac{r_<^k}{r_>^{k+1}}\,P^2(r_1)P^2(r_2)\,dr_1dr_2 ,
\end{equation}
with $r_<$ and $r_>$ the smaller and larger radius. The angular parts are
\begin{equation}
c^k_{mm'}=\sqrt{\frac{4\pi}{2k+1}}\int Y_{lm}^*Y_{k,m-m'}Y_{lm'}\,d\Omega .
\end{equation}
For $i=(m,\sigma)$ and $j=(m',\sigma')$,
\begin{equation}
J_{ij}=\sum_kF^kc^k_{mm}c^k_{m'm'},\qquad
K_{ij}=\delta_{\sigma\sigma'}\sum_kF^k\left(c^k_{mm'}\right)^2 .
\end{equation}

Fix $i$ and sum over all $j$. For the direct part, $\sum_{m'}|Y_{lm'}|^2=(2l+1)/4\pi$ is constant over the sphere. Its integral with $Y_{k0}$ vanishes for $k>0$, so $\sum_{m'}c^k_{m'm'}=0$ there. For $k=0$ each $c^0_{mm}$ is 1. Counting both spins gives $\sum_jJ_{ij}=MF^0$.

For exchange, the integral of three spherical harmonics gives
\begin{equation}
\left(c^k_{mm'}\right)^2=(2l+1)^2
\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}^{\!2}
\begin{pmatrix}l&k&l\\-m&m-m'&m'\end{pmatrix}^{\!2}.
\end{equation}
The squares of the last symbol, summed over $m'$, give $1/(2l+1)$ by orthogonality. Spin permits one value of $\sigma'$. Hence
\begin{equation}
\sum_jK_{ij}=(2l+1)\sum_k a_kF^k,\qquad
a_k=\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}^{\!2}.
\end{equation}
Since $a_0=1/(2l+1)$, the $k=0$ term is $F^0$, and
\begin{equation}
\sum_jW_{ij}=(M-1)F^0-(2l+1)\sum_{k>0}a_kF^k .
\end{equation}
This is the same for every $i$. Summing over the $M$ values of $i$ must give $M(M-1)V$, so each row equals $(M-1)V$. With $M-1=4l+1$,
\begin{equation}
V=F^0-\frac{2l+1}{4l+1}\sum_{k>0}a_kF^k .
\label{eq:V}
\end{equation}

\section{Which self-interaction?}

\textbf{Q:} So the excess is self-interaction. Does that mean $J_{ii}$ and $K_{ii}$ have stopped cancelling?

\textbf{A:} No. They cancel in both energies, because $W_{ii}=0$ whatever factor multiplies it. What remains is in the terms with $i\ne j$. For $N=1$ your functional contains the repulsion $(M-1)V/(2M)$ between pieces of one electron placed in different spin-orbitals. That is a self-interaction of the electron, but not a diagonal term of the orbital sum.

For general $N$ there is a more precise description. Your energy is the expectation value of $H$ in the mixed state
\begin{equation}
\rho=\prod_i\left[n\,\hat n_i+(1-n)(1-\hat n_i)\right],
\end{equation}
where $\hat n_i$ is the occupation operator of spin-orbital $i$. Each spin-orbital is filled independently with probability $n$. The state is diagonal in the determinants, so off-diagonal elements of $H$ do not contribute, and independence gives $\langle\hat n_i\hat n_j\rangle=n^2$ for $i\ne j$. But then the electron number $\hat N=\sum_i\hat n_i$ is not fixed. A single occupation has variance $n-n^2$, and variances of independent quantities add:
\begin{equation}
\sigma^2=Mn(1-n)=N\left(1-\frac NM\right).
\end{equation}
The mean number of pairs is
\begin{equation}
\frac{\langle\hat N(\hat N-1)\rangle}2=\frac{N^2+\sigma^2-N}2
=\frac{N(N-1)}2+\frac{\sigma^2}2 .
\end{equation}
The excess pair count is half the number variance. Multiplied by $V$, it reproduces Eq.~(\ref{eq:excess}).

\textbf{Q:} So I have averaged over ions as well as over the states of my configuration.

\textbf{A:} Yes, with all of them described by the same orbitals.

\section{A $p$ shell in numbers}

\textbf{Q:} Is the error large compared with the splittings that the average is meant to smooth out?

\textbf{A:} Take a model $p$ shell with $P(r)\propto r^2e^{-\zeta r}$ and $\zeta=2.0$ bohr$^{-1}$. Its Slater integrals are $F^0=0.72656$ and $F^2=0.35156$ hartree. For $l=1$ we have $a_2=2/15$, so
\begin{equation}
V=0.72656-\frac35\cdot\frac2{15}\cdot0.35156=0.69844\ \text{hartree}.
\end{equation}
Diagonalizing the repulsion for $p^2$ gives $^3P$, $^1D$ and $^1S$ at $0.65625$, $0.74063$ and $0.86719$ hartree, with 9, 5 and 1 states. Their weighted mean is
\begin{equation}
\frac{9(0.65625)+5(0.74063)+0.86719}{15}=0.6984\ \text{hartree},
\end{equation}
which is $V$, as it should be for a single pair. Equal filling counts $2^2\cdot5/12=1.6667$ pairs and gives $1.1641$ hartree. The excess is $\tfrac23V=0.4656$ hartree, or $12.67$ eV.

\textbf{Q:} My $1.1641$ hartree is above the $^1S$ level.

\textbf{A:} So in this model it cannot be an average over $p^2$ states with any weights, since no such average exceeds the highest level. For $p^3$ the true and fractional pair counts are 3 and 3.75. For $p^6$ both are 15, and the error is gone.

\section{Lithium, and what happens to the orbitals}

\textbf{Q:} Could I keep the orbitals from my calculation and just subtract the excess at the end?

\textbf{A:} With fixed orbitals, subtraction gives the right average. But if you optimized the orbitals with your functional, they responded to the wrong repulsion. The free Li atom, $1s^22s^1$, shows both effects. I use nonrelativistic restricted open-shell Hartree--Fock with 16 $s$-type Gaussians; the occupied orbitals are all $s$ orbitals. Electron correlation is left out. The last digit of the five-decimal values below belongs to this basis: with 28 $s$ functions the total energies fall by up to $0.00004$ hartree (the configuration average becomes $-7.43273$) and $J(2s,2s)$ rises by $0.00002$ hartree, while the four-decimal values and the radii stay as printed.

Here $N=1$, $M=2$ and $V=J(2s,2s)=0.23399$ hartree. The configuration average, the mean of $2s$ up and $2s$ down, is the Hartree--Fock doublet energy, $-7.43269$ hartree. With the same orbitals, half filling gives $-7.37419$ hartree. The difference is
\begin{equation}
\frac{1(2-1)}{2\cdot2}\,V=\frac{0.23399}{4}=0.0585\ \text{hartree}=1.59\ \text{eV}.
\end{equation}

The mixture of ions is visible too. Two independent half-filled spin-orbitals hold 0, 1 or 2 electrons with probabilities $\tfrac14,\tfrac12,\tfrac14$. In these frozen orbitals Li$^+$ and Li$^-$ have energies $-7.23637$ and $-7.39502$ hartree, and
\begin{equation}
\frac{-7.23637-7.39502}{4}+\frac{-7.43269}{2}=-7.3742\ \text{hartree}.
\end{equation}
The Li$^-$ value belongs to the unrelaxed orbitals of the neutral atom; it says nothing about the stability of the real anion.

\textbf{Q:} What does the extra repulsion do to the orbital energy?

\textbf{A:} At fixed orbitals, adding the last electron to the true average costs
\begin{align}
E_{\rm av}(N)-E_{\rm av}(N-1)
&=I+\frac{(N-1)[N-(N-2)]}{2}V\nonumber\\
&=I+(N-1)V .
\end{align}
Your orbital energy is the slope of Eq.~(\ref{eq:frac}):
\begin{equation}
\frac{dE_{\rm frac}}{dN}=I+\frac{N(M-1)}M V=I+\left(N-\frac NM\right)V .
\end{equation}
It is higher by $(1-N/M)V$. In lithium the true cost is $-0.1963$ hartree, and your value is
\begin{equation}
-0.1963+\frac{0.2340}{2}=-0.0793\ \text{hartree}.
\end{equation}
Reoptimizing the orbitals in your functional lowers this to $-0.0912$ hartree, still less than half the frozen-orbital removal energy in magnitude.

\textbf{Q:} And the orbital itself?

\textbf{A:} Your functional for lithium is $E_{\rm av}+J/4$, where $J=J(2s,2s)$. Let subscript 0 mark the orbitals that minimize $E_{\rm av}$, and 1 those that minimize your functional. Then
\begin{equation}
E_{{\rm av},1}+\tfrac14J_1\le E_{{\rm av},0}+\tfrac14J_0,
\qquad E_{{\rm av},0}\le E_{{\rm av},1}.
\end{equation}
Adding the two inequalities leaves $J_1\le J_0$. The orbital changes so as to reduce a repulsion that the single valence electron does not have. In the calculation the $2s$ root-mean-square radius grows from $4.21$ to $4.98$ bohr, by 18\%. The fractional energy falls to $-7.37810$ hartree, still $0.0546$ hartree above the correct average.

If I now use these orbitals with the correct pair count, I get $-7.42859$ hartree. That is $0.0041$ hartree above the average obtained with its own optimized orbitals. Subtraction at the end leaves this part of the error in place.

\section{The repair}

\textbf{Q:} Then I should change the functional before optimizing. Must I give up the equal occupations?

\textbf{A:} No. Keep them for the density and for the averages of one-electron operators. Change the repulsion within the open shell, replacing $n^2$ by the true pair probability. For $N\ge1$ this multiplies the intrashell repulsion by
\begin{equation}
\frac{N(N-1)}{M(M-1)}\cdot\frac{M^2}{N^2}=\frac{M(N-1)}{N(M-1)} .
\end{equation}
The factor is 0 for one electron and 1 for a full shell. Put it into the energy first, then vary the orbitals.

\textbf{Q:} If there are two open shells, do I also correct the repulsion between them?

\textbf{A:} No. With $N_a$ and $N_b$ fixed separately, the electrons of shell $a$ are distributed independently of those in shell $b$. The probability that a spin-orbital of each is filled is the product $n_an_b$, which your functional already contains. The number of intershell pairs is $N_aN_b$ in both treatments.

Take $s^1p^2$, with direct integral $F^0_{sp}=0.8$ and exchange integral $G^1_{sp}=0.3$ hartree. Because $Y_{00}=1/\sqrt{4\pi}$, the squared angular factor for exchange between $s$ and any $p$ orbital is $\frac{4\pi}{3}\cdot\frac1{4\pi}=\frac13$. Half of the spin-orbital pairs have equal spins, so the mean exchange is $G^1_{sp}/6$. The intershell repulsion is
\begin{equation}
1\cdot2\left(0.8-\frac{0.3}{6}\right)=1.5\ \text{hartree},
\end{equation}
and both enumeration of the determinants and fractional filling give this value.

\textbf{Q:} When would the repair factor itself fail?

\textbf{A:} In general, when the determinants do not all have equal weights, for example if you fix the numbers of spin-up and spin-down electrons separately, or if you want one particular level instead of the average. Two spin-up electrons in the model $p$ shell form only $^3P$ states, so their mean repulsion is $0.65625$ hartree and not $V=0.69844$ hartree. One electron or one hole in the shell is an exception. With one electron the intrashell repulsion is zero in every determinant. With one hole it is the full-shell value minus one row sum $\sum_jW_{ij}$, which for a common radial function is the same for every $i$. The weights then do not matter. The factor is a ratio of pair probabilities, and these came from counting equally weighted determinants alone. A common radial function is needed for the single one-electron energy $I$ and for Eq.~(\ref{eq:V}), not for the factor. With equal weights and a common radial function, the numerical check checks the pair counts and Eq.~(\ref{eq:V}) by enumerating every determinant of $s$, $p$, $d$ and $f$ shells.

\section*{Table of computed values}
\begin{verbatim}
MODEL p SHELL
exponent zeta = 2.0 bohr^-1
F0 = 0.726562 hartree
F2 = 0.351562 hartree
mean pair interaction V = 0.698437 hartree
p2 level 3P (9 states) = 0.656250 hartree
p2 level 1D (5 states) = 0.740625 hartree
p2 level 1S (1 state) = 0.867187 hartree
p2 configuration average = 0.698437 hartree
p2 fractional repulsion = 1.164062 hartree
p2 excess = 0.465625 hartree = 12.670 eV
N | true pairs | fractional pairs | number variance | average, fractional, excess repulsion (hartree)
1 | 0 | 0.4167 | 0.8333 | 0.000000, 0.291016, 0.291016
2 | 1 | 1.6667 | 1.3333 | 0.698437, 1.164062, 0.465625
3 | 3 | 3.7500 | 1.5000 | 2.095312, 2.619141, 0.523828
4 | 6 | 6.6667 | 1.3333 | 4.190625, 4.656250, 0.465625
5 | 10 | 10.4167 | 0.8333 | 6.984375, 7.275391, 0.291016
6 | 15 | 15.0000 | 0.0000 | 10.476562, 10.476562, 0.000000
OPEN-SHELL CROSS CHECK s1p2
chosen F0(sp), G1(sp) = 0.8, 0.3 hartree
intershell average = 1.500000 hartree
intershell fractional = 1.500000 hartree
Li ATOM, HARTREE-FOCK, s GAUSSIAN BASIS
number of s functions = 16
smallest exponent, ratio = 0.005 bohr^-2, 2.5
virial ratio -V/T = 2.000009
configuration average energy = -7.432691 hartree
J(2s,2s) = 0.233987 hartree
fractional energy, frozen orbitals = -7.374194 hartree
excess, frozen orbitals = 0.058497 hartree = 1.592 eV
Li+ energy, frozen orbitals = -7.236371 hartree
Li- energy, frozen orbitals = -7.395024 hartree
frozen-orbital removal energy = 0.196320 hartree
fractional 2s energy, frozen orbitals = -0.079326 hartree
fractional 2s energy, relaxed = -0.091234 hartree
fractional energy, relaxed = -7.378099 hartree
excess, relaxed = 0.054592 hartree = 1.486 eV
2s rms radius, correct functional = 4.2124 bohr
2s rms radius, fractional functional = 4.9841 bohr
correct average with fractional orbitals = -7.428586 hartree
orbital error in that average = 0.004105 hartree
\end{verbatim}
